# Muon precession in a collinear incommensurate spin-density wave, part 2

Spin-polarized muons stop at equivalent sites, one per cell \(\mathbf R\), in a crystal whose collinear moments form a static incommensurate wave with amplitude vector \(\mathbf m\) and wave vector \(\mathbf q\). There is no applied field. The field at a muon is

\[
\mathbf B(\mathbf R)=\mathrm{Re}\left[\mathbf F e^{i\psi_{\mathbf R}}\right],\qquad
\mathbf F=\sum_l D(\mathbf s_l)\,\mathbf m\,e^{i\mathbf q\cdot\mathbf s_l}. \tag{1}
\]

Here \(\mathbf s_l\) runs over the displacements from the muon to the moments, \(D\) is the dipole-field matrix, and the phases \(\psi_{\mathbf R}\) are uniform on the circle.

If the site is an inversion centre, the field keeps one axis and has the signed value \(B=B_{\max}\cos\psi\). Its density is the Overhauser distribution, \(P(B)=1/[\pi\sqrt{B_{\max}^2-B^2}]\) for \(|B|<B_{\max}\). With \(\gamma\) the muon gyromagnetic ratio, \(t\) the time and \(x=\gamma B_{\max}t\), the precessing part of the polarization is the Bessel function

\[
\langle\cos(\gamma Bt)\rangle=\sum_{k=0}^\infty\frac{(-1)^k}{(k!)^2}\left(\frac x2\right)^{2k}=J_0(x). \tag{5}
\]

A powder has polarization \(1/3+(2/3)J_0(x)\). Phases are quoted in the convention \(\cos(\omega t+\phi)\).

The model crystal is simple cubic with \(a=4.0\) Å, a moment amplitude of \(0.5\,\mu_B\) along \(z\), and \(\mathbf q=(2\pi/a)\delta\,\hat{\mathbf z}\) with \(\delta=0.381966\). Only dipole fields are included. The muon sits at the inversion centre \((\tfrac12,\tfrac12,0)a\), which gives \(B_{\max}=116.9\) mT and \(\gamma B_{\max}=99.52\) rad/µs. With \(\gamma/2\pi=135.54\) MHz/T, the frequency at \(B_{\max}\) is \(\nu_{\max}=15.84\) MHz. In the computed values at the end, \(F_z\) is given per Bohr magneton in units of \(\mu_0\mu_B/(4\pi a^3)\).

### (g) The late signal

**Question.** Show that at late times the signal approaches a cosine of frequency \(\gamma B_{\max}/2\pi\) with phase \(-45^\circ\). Find its envelope and a bound on the error.

**Solution.** Put \(b=B/B_{\max}\). Since \(P\) is even,

\[
J_0(x)=\frac2\pi\,\mathrm{Re}\int_0^1\frac{e^{ixb}}{\sqrt{1-b^2}}\,db .
\]

For \(x>0\) the exponential decays in the upper half of the complex \(b\) plane. The path from 0 to 1 can therefore be replaced by one that goes up the imaginary axis and returns down the line \(b=1+iv\); the distant connecting piece vanishes, and the singularity at \(b=1\) is integrable. On the first part, \(b=iy\), the integral is

\[
i\int_0^\infty\frac{e^{-xy}}{\sqrt{1+y^2}}\,dy,
\]

which is imaginary and drops out of the real part. On the second part,

\[
1-b^2=-2iv+v^2=-2iv\left(1+\frac{iv}2\right),\qquad
\sqrt{-2iv}=\sqrt{2v}\,e^{-i\pi/4},
\]

where the root is the one that continues the positive root on \(0<b<1\). The path runs downwards, so \(db\) contributes \(-i\,dv\) when \(v\) is integrated from 0 to infinity. The constant phase factors combine to \(-i\,e^{i\pi/4}=e^{-i\pi/4}\), and

\[
J_0(x)=\frac2\pi\,\mathrm{Re}\left[e^{i(x-\pi/4)}\int_0^\infty\frac{e^{-xv}}{\sqrt{2v}\,\sqrt{1+iv/2}}\,dv\right]. \tag{7}
\]

This is still an identity. For large \(x\) the exponential keeps \(v\) of order \(1/x\), so the last root is close to one. With \(\int_0^\infty v^{-1/2}e^{-xv}dv=\sqrt{\pi/x}\),

\[
J_0(x)\simeq\sqrt{\frac{2}{\pi x}}\,\cos\left(x-\frac\pi4\right). \tag{8}
\]

For the bound, note that \((1+iz)^{-1/2}\) has a derivative of modulus at most \(1/2\) for real \(z\). With \(z=v/2\), replacing the function by one makes an error of at most \(v/4\). Since \(\int_0^\infty v^{1/2}e^{-xv}dv=\sqrt\pi/(2x^{3/2})\), the error of equation (8) is at most its envelope \(\sqrt{2/(\pi x)}\) divided by \(8x\).

The phase has a direct meaning. At time \(t\), muons whose fields lie within about \(1/(\gamma t)\) of \(B_{\max}\) are still nearly in step. Because \(P\) has an inverse-square-root edge, their fraction falls as \(t^{-1/2}\), which is the envelope. All of them precess a little more slowly than the edge frequency, so the sum lags. A lag of \(45^\circ\) is one eighth of a period, here \(1/(8\times15.84\ \text{MHz})=7.9\) ns.

The following values compare precession averaged over cells of the model crystal with the two formulas.

| \(x\) | \(t\) (µs) | cell average | \(J_0(x)\) | equation (8) |
|---|---|---|---|---|
| 1 | 0.0100 | 0.7652 | 0.7652 | 0.7796 |
| 2 | 0.0201 | 0.2238 | 0.2239 | 0.1967 |
| 5 | 0.0502 | −0.1776 | −0.1776 | −0.1704 |
| 10 | 0.1005 | −0.2461 | −0.2459 | −0.2468 |
| 20 | 0.2010 | 0.1671 | 0.1670 | 0.1667 |

### (h) The phase before the limit

**Question.** The signal begins at its maximum, \(J_0(0)=1\), with zero slope. In what sense does it have a phase of \(-45^\circ\), and how is this value approached?

**Solution.** The phase belongs to the late form (8), whose envelope diverges at \(t=0\); that form cannot be continued back to the start. At early times the series (5) gives \(J_0\simeq1-x^2/4\), which has no phase shift at all.

To find the approach, keep one more term in equation (7), \((1+iv/2)^{-1/2}\simeq1-iv/4\). The two integrals above give

\[
J_0(x)\simeq\sqrt{\frac{2}{\pi x}}\,\mathrm{Re}\left[e^{i(x-\pi/4)}\left(1-\frac{i}{8x}\right)\right]
\simeq\sqrt{\frac{2}{\pi x}}\cos\left(x-\frac\pi4-\frac1{8x}\right). \tag{9}
\]

To this order the local phase is \(-\pi/4-1/(8x)\), slightly more negative than \(-45^\circ\).

Zeros show the phase without any assumption about the envelope. The function \(\cos(x+\phi)\) has its \(n\)th zero at \(x_n+\phi=(n-\tfrac12)\pi\), so each zero of the signal defines \(\phi_n=(n-\tfrac12)\pi-x_n\).

| \(n\) | \(x_n\) | \(\phi_n\) | \(-45^\circ-1/(8x_n)\) |
|---|---|---|---|
| 1 | 2.4048 | −47.79° | −47.98° |
| 2 | 5.5201 | −46.28° | −46.30° |
| 5 | 14.9309 | −45.48° | −45.48° |
| 10 | 30.6346 | −45.23° | −45.23° |

The first zero already gives a phase within three degrees of the limit. In this sense the oscillation takes on its late phase within its first period, although its starting value does not fit that phase.

### (i) What a damped cosine reports

**Question.** The signal is fitted with \(Ae^{-\lambda t}\cos(2\pi\nu t+\phi)\). Interpret the results below, for noise-free data from the model crystal. The early window covers \(x=0\) to 40, or 0 to 0.402 µs. The late window covers \(x=10\) to 60, or 0.100 to 0.603 µs.

| Quantity | early | late |
|---|---|---|
| phase, free | −42.3° | −46.2° |
| \(\nu\), phase free (MHz) | 15.771 | 15.846 |
| \(\nu\), phase zero (MHz) | 13.79 | 15.479 |
| \(A\), phase free | 0.734 | 0.267 |
| \(\lambda\), phase free (1/µs) | 7.96 | 1.81 |
| rms misfit, phase free | 0.072 | 0.0062 |
| rms misfit, phase zero | 0.126 | 0.0380 |

The misfits are in units of the full precessing amplitude at \(t=0\).

**Solution.** Consider first the late window with free phase. The total phase in equation (9) is \(\Theta(x)=x-\pi/4-1/(8x)\), while a fitted cosine has a phase linear in \(x\). The tangent to \(\Theta\) at a point \(x_0\) has slope \(1+1/(8x_0^2)\). Its intercept at \(x=0\) is

\[
\Theta(x_0)-x_0\left(1+\frac{1}{8x_0^2}\right)
=-\frac\pi4-\frac1{8x_0}-\frac1{8x_0}=-\frac\pi4-\frac{1}{4x_0}.
\]

For \(x_0\) between 10 and 60 the intercept lies between 1.4° and 0.2° below \(-45^\circ\). The slope exceeds one by \(1/(8x_0^2)\), at most about 0.13% in this window. The fit lies 1.2° below \(-45^\circ\) and 0.05% above \(\nu_{\max}\), inside both ranges, but the tangent accounts for only about half of each shift. The same fit applied to equation (8), which has no \(1/(8x)\) term, already gives \(-45.6^\circ\) and 15.843 MHz, about 0.03% above \(\nu_{\max}\). That part comes from fitting an exponential to a \(t^{-1/2}\) envelope over a finite window, and its sign depends on where the window begins and ends: for \(x=11.6\) to 61.6 the fit to equation (8) gives \(-44.4^\circ\) and 15.835 MHz, and the fit to \(J_0\) gives \(-45.0^\circ\). The tangent is therefore a guide to size and not a rule: for \(x=40\) to 90 the fit to \(J_0\) gives \(-45.0^\circ\), while the intercepts lie between 0.36° and 0.16° below \(-45^\circ\).

If the phase is fixed at zero, the fit must imitate the lag by a lower frequency. Matching \(2\pi\nu t\) to \(x-\pi/4\) at a point \(x_0\) gives

\[
\frac{\nu}{\nu_{\max}}\simeq1-\frac{\pi}{4x_0}.
\]

The late fit is low by 2.3%, which corresponds to \(x_0\simeq35\), inside the window. The early fit is low by 12.9%, which corresponds to \(x_0\simeq6\). This fit takes a damping rate of about 21/µs, a decay over about 5 units of \(x\), so it follows little more than the first oscillation. Read as a field, the late zero-phase result is \(15.479/135.54=0.1142\) T instead of 0.1169 T. Its misfit is about six times that of the free-phase fit.

The early window with free phase has a different fault. At \(t=0\) the fitted function equals \(0.734\cos(42.3^\circ)=0.54\), while the signal is 1. The damped cosine misses the start by nearly half of the amplitude, and it also misses the end of the window: its envelope is 1.3 to 1.4 times that of equation (8) for \(x\) from 5 to 10, but only 0.46 times at \(x=30\) and 0.24 times at \(x=40\). Its phase, \(-42.3^\circ\), is less negative than \(-45^\circ\), whereas equation (9) and the phases read from the zeros in part (h) are all more negative, so it is not a local phase of \(J_0\) in the sense of part (h).

The damping rate is not a property of the crystal. The envelope \(t^{-1/2}\) has the logarithmic slope \(-1/(2t)\), so an exponential matched to it at time \(t_0\) has \(\lambda=1/(2t_0)\). The two fitted rates correspond to \(t_0=0.063\) µs and \(0.276\) µs, each inside its window. A later window gives a smaller rate, although the fields are static throughout.

A fitted phase near \(-45^\circ\) therefore agrees with an Overhauser distribution but does not prove it. At this frequency an error of 7.9 ns in the time origin would produce the same phase. Part (k) gives another field distribution with the same phase at its upper edge.

### (j) A commensurate wave of long period

**Question.** Suppose that the wave is commensurate and that the muons see \(N\) equally spaced phases, \(\psi_n=2\pi n/N+\varphi\), with \(N\) even and \(\varphi\) a constant. For how long does the signal follow \(J_0\)?

**Solution.** The periodic function \(e^{ix\cos\psi}\) has the Fourier series

\[
e^{ix\cos\psi}=\sum_{k=-\infty}^{\infty}i^kJ_k(x)e^{ik\psi},
\]

which may be taken as the definition of the Bessel functions \(J_k\). The average of \(e^{ik\psi_n}\) over the \(N\) phases is zero unless \(k=Np\) with integer \(p\), when it is \(e^{iNp\varphi}\). For even \(k\), \(J_{-k}=J_k\), because the left side is even in \(\psi\) and \(i^{-k}=i^k\). Pairing \(p\) with \(-p\) and using \(i^{Np}=(-1)^{Np/2}\),

\[
\langle\cos(x\cos\psi_n)\rangle=J_0(x)+2\sum_{p=1}^{\infty}(-1)^{Np/2}J_{Np}(x)\cos(Np\varphi). \tag{10}
\]

At small \(x\) the lowest power of \(x\) that contains \(e^{iN\psi}\) comes from \((ix\cos\psi)^N/N!\), so \(J_N(x)\simeq(x/2)^N/N!\). This is very small until \(x\) becomes comparable with \(N\).

For \(N=8\) and \(\varphi=0\), the difference from \(J_0\) is at most \(9.9\times10^{-4}\) up to \(x=3\), but it reaches 0.93 somewhere before \(x=40\). With eight phases the muons see a few discrete fields, and their precession can come back into step. A long-period commensurate wave and an incommensurate one thus give nearly the same signal for \(\gamma B_{\max}t\ll N\). Telling them apart requires data at later times, where other sources of damping may already have hidden the difference.

### (k) A site without inversion symmetry

**Question.** Let \(\mathbf F\) in equation (1) be a general complex vector. Find the extreme fields, the distribution of the magnitude \(B=|\mathbf B|\), and the late form of \(\langle\cos(\gamma Bt)\rangle\), which replaces \(J_0\) in the powder signal.

**Solution.** Write \(\mathbf F\cdot\mathbf F=|\mathbf F\cdot\mathbf F|e^{2i\chi}\), without complex conjugation in the product, and take out the phase: \(\mathbf F=e^{i\chi}(\mathbf C+i\mathbf S)\) with real \(\mathbf C\) and \(\mathbf S\). Then

\[
C^2-S^2+2i\,\mathbf C\cdot\mathbf S=|\mathbf F\cdot\mathbf F| .
\]

The right side is real and not negative, so \(\mathbf C\perp\mathbf S\) and \(C\ge S\). The shift \(\chi\) can be absorbed in the uniform phase, which leaves \(\mathbf B=\mathbf C\cos\psi-\mathbf S\sin\psi\) and

\[
B^2=C^2\cos^2\psi+S^2\sin^2\psi .
\]

Thus \(B_{\max}=C\) and \(B_{\min}=S\). With \(C^2+S^2=|\mathbf F|^2\),

\[
B_{\max,\min}^2=\tfrac12\left(|\mathbf F|^2\pm|\mathbf F\cdot\mathbf F|\right).
\]

Let \(\Delta=B_{\max}^2-B_{\min}^2\). Then \(\cos^2\psi=(B^2-B_{\min}^2)/\Delta\) and \(\sin^2\psi=(B_{\max}^2-B^2)/\Delta\). Differentiating \(B^2\) gives \(B|dB/d\psi|=\Delta|\cos\psi\sin\psi|\). Four phases share each value of \(B\), so

\[
P(B)=\frac{4}{2\pi}\left|\frac{d\psi}{dB}\right|
=\frac2\pi\,\frac{B}{\sqrt{(B^2-B_{\min}^2)(B_{\max}^2-B^2)}} .
\]

There are now two inverse-square-root edges. Near the upper one, with \(B=B_{\max}-u\), the density is \((1/\pi)\sqrt{2B_{\max}/(\Delta u)}\). Near the lower one, with \(B=B_{\min}+u\), it is \((1/\pi)\sqrt{2B_{\min}/(\Delta u)}\). Rotating the path to \(u=-iv\) gives

\[
\int_0^\infty u^{-1/2}e^{-i\gamma tu}\,du=\sqrt{\frac{\pi}{\gamma t}}\,e^{-i\pi/4},
\]

and the complex conjugate applies at the lower edge. To leading order, therefore,

\[
\langle\cos(\gamma Bt)\rangle\simeq\sqrt{\frac{2}{\pi\Delta\gamma t}}\left[\sqrt{B_{\max}}\cos\left(\gamma B_{\max}t-\frac\pi4\right)+\sqrt{B_{\min}}\cos\left(\gamma B_{\min}t+\frac\pi4\right)\right]. \tag{11}
\]

The upper edge lags because its muons precess more slowly than the edge; the lower edge leads because its muons precess faster. Equation (11) requires both \(\gamma B_{\min}t\gg1\) and \(\gamma(B_{\max}-B_{\min})t\gg1\). If the ellipse becomes a circle, the second condition fails, and the signal is an undamped cosine with zero phase.

Moving the muon of the model crystal to \((0.5,0.3,0.1)a\) gives \(B_{\min}=1.48\) mT and \(B_{\max}=121.8\) mT. The ratio of the two amplitudes in equation (11) is \(\sqrt{1.48/121.8}=0.11\). The ellipse is narrow, so the upper edge dominates. The lower frequency is \(135.54\times0.00148=0.20\) MHz, and its late form is reached when \(t\) is well beyond \(1/(\gamma B_{\min})\simeq0.8\) µs.

The numerical check of equation (11) uses \(\gamma B_{\min}t\) from 200 to 210, where the error is \(2\times10^{-4}\) of the upper-edge amplitude. Those times are far beyond the muon lifetime of roughly 2 µs, so they test the mathematics and not an observable part of the signal.

## Computed values

```
lattice constant = 4.0 angstrom
moment amplitude = 0.5 Bohr magneton
delta = 0.381966 (units 2 pi/a)
muon gamma/2pi = 135.539 MHz/T
dipole field unit = 14.4906 mT per Bohr magneton
F_z, 3D sum = -16.12887 field units
F_z, plane sum = -16.12890 field units
field of muon's own plane = -16.51732 field units
field of one adjacent plane = -0.26345 field units
Bmax = 116.859 mT
precession frequency at Bmax = 15.8389 MHz
angular frequency at Bmax = 99.519 rad/us
mean |B| over cells = 74.398 mT
rms B over cells = 82.635 mT
largest CDF error = 6.3e-04 (no unit)
largest signal error, x to 60 = 1.9e-04 (no unit)
powder signal at x=7 = 0.533386 (no unit)
x (rad), t (us), cell average, J0, late-time form:
  1, 0.01005, 0.76518, 0.76520, 0.77958
  2, 0.02010, 0.22384, 0.22389, 0.19674
  5, 0.05024, -0.17758, -0.17760, -0.17038
  10, 0.10048, -0.24612, -0.24594, -0.24676
  20, 0.20097, 0.16706, 0.16702, 0.16666
  40, 0.40193, 0.00739, 0.00737, 0.00697
max 8x |error|/envelope, x=10-60: 0.9999 (no unit)
zero number, x (rad), phase (deg), -45 deg - 1/(8x) (deg):
  1, 2.40483, -47.786, -47.978
  2, 5.52008, -46.277, -46.297
  5, 14.93092, -45.479, -45.480
  10, 30.63461, -45.234, -45.234
early fit window = 0.0000 to 0.4019 us
  free phase = -42.33 deg
  free-fit frequency = 15.7711 MHz
  free-fit amplitude = 0.7345 (no unit)
  free-fit damping rate = 7.9610 1/us
  zero-phase frequency = 13.7951 MHz
  rms misfit free, zero phase = 0.07228, 0.12592 (no unit)
late fit window = 0.1005 to 0.6029 us
  free phase = -46.18 deg
  free-fit frequency = 15.8462 MHz
  free-fit amplitude = 0.2667 (no unit)
  free-fit damping rate = 1.8085 1/us
  zero-phase frequency = 15.4786 MHz
  rms misfit free, zero phase = 0.00623, 0.03803 (no unit)
8-phase wave: max departure, x to 3 = 9.9e-04 (no unit)
8-phase wave: max departure, x to 40 = 0.9258 (no unit)
off-centre site Bmin, Bmax = 1.477, 121.840 mT
two-edge late form, relative error = 0.0002 (no unit)
```
